\section*{Linear and quadratic Stark shifts of rigid rotating molecules}

\section{Problem}

A polar molecule rotates freely in a weak, static, uniform electric field of strength $E$ along the space-fixed $Z$ axis. Two cases are considered.

\begin{enumerate}
\item The molecule is a rigid symmetric top in a state of definite $J$, $K$ and $M$. Find the energy shift to first order in $E$.
\item The molecule is a rigid linear rotor in its ground state, $J=0$. Find the lowest-order shift that does not vanish.
\end{enumerate}

Evaluate both for the round model parameters $B=2\times10^{-6}$ hartree, $\mu=0.6\,ea_0$ and $E=10^{-7}$ atomic units.

\textbf{Conventions.} Atomic units are used, so $\hbar=1$. Let $\mathbf n$ be the unit vector along the figure axis and $\theta$ the angle between $\mathbf n$ and $Z$, so that $n_Z=\cos\theta$. The dipole moment is $\mu\mathbf n$ with $\mu>0$. The rotational constants are energies: $A$ belongs to rotation about $\mathbf n$ and $B$ to rotation about any perpendicular axis. The component of the angular momentum $\mathbf J$ along $\mathbf n$ is $\mathbf n\cdot\mathbf J$, with eigenvalue $K$, and $J_Z$ has eigenvalue $M$. The perpendicular part of $J^2$ is $J^2-(\mathbf n\cdot\mathbf J)^2$, and therefore
\begin{equation}
H_0=BJ^2+(A-B)(\mathbf n\cdot\mathbf J)^2,\qquad
V=-\mu E\,n_Z=-\mu E\cos\theta .
\end{equation}
The free energies are $BJ(J+1)+(A-B)K^2$. For the linear rotor, $K=0$ and $H_0=BJ^2$. Centrifugal distortion, polarizability, nuclear spin and internal motions are left out.

\section{First estimate by scaling}

\subsection{Symmetric top}

Treat the free top classically. Its angular velocity is $\partial H_0/\partial\mathbf J=2B\mathbf J+2(A-B)K\mathbf n$. The second term is parallel to $\mathbf n$ and does not move it, so
\begin{equation}
\frac{d\mathbf n}{dt}=2B\,\mathbf J\times\mathbf n .
\end{equation}
The axis precesses about the fixed vector $\mathbf J$. Averaged over the precession, only the part of $\mathbf n$ along $\mathbf J$ survives. Its length is $K/|\mathbf J|$, and the direction $\mathbf J/|\mathbf J|$ has $Z$ component $M/|\mathbf J|$. With the rough replacement $|\mathbf J|\approx J$,
\begin{equation}
\Delta W_{\rm top}\sim-\mu E\,\frac{KM}{J^2}.
\label{eq:esttop}
\end{equation}
When $KM\neq0$ the top has a mean orientation before the field acts, so its shift is linear in $E$; when $K=0$ or $M=0$ this linear term vanishes.

\subsection{Linear rotor}

Dividing the Hamiltonian by $B$ gives $J^2-\omega\cos\theta$ with $\omega=\mu E/B$. The ground-state shift must then be $B$ times a function of $\omega$ alone. Reversing the field is equivalent to replacing $\theta$ by $\pi-\theta$, which leaves the spectrum unchanged, so this function is even. Because the ground state is not degenerate, its energy is a power series in $\omega$ at weak field, and an even series that vanishes at $\omega=0$ begins at order $\omega^2$ at the earliest.

The sign follows from the variational principle. The free ground state is isotropic and has mean energy zero even with the field on, because the average of $\cos\theta$ over the sphere vanishes. The true ground-state energy cannot lie higher. Setting the unknown numerical factor to one gives
\begin{equation}
\Delta W_{\rm lin}\sim-\frac{(\mu E)^2}{B}.
\label{eq:estlin}
\end{equation}

\section{Solution for the symmetric top}

\subsection{Why the degenerate level causes no difficulty}

A level with $J\ge1$ is degenerate in $M$ and, if $K\neq0$, in the sign of $K$. First-order theory requires states between which $V$ has no matrix elements inside the level. The states $|JKM\rangle$ meet this requirement, as the commutators show.

Because $\mathbf J$ generates rotations and both $\mathbf n$ and $\mathbf J$ are vectors,
\begin{equation}
[J_i,n_j]=i\epsilon_{ijk}n_k,\qquad [J_i,J_j]=i\epsilon_{ijk}J_k,\qquad [n_i,n_j]=0,
\label{eq:comm}
\end{equation}
with repeated indices summed. Setting $i=j=Z$ gives $[J_Z,n_Z]=0$, so $V$ conserves $M$. Furthermore,
\begin{equation}
[\mathbf n\cdot\mathbf J,\,n_Z]=n_i[J_i,n_Z]=i\epsilon_{iZk}n_in_k=0,
\end{equation}
since $\epsilon_{iZk}$ changes sign when $i$ and $k$ are exchanged, while $n_in_k$ does not. So $V$ also conserves $K$. At given $J$ it is diagonal in $K$ and $M$, and the first-order shift is the mean value
\begin{equation}
\Delta W^{(1)}=-\mu E\,\langle JKM|n_Z|JKM\rangle .
\label{eq:first}
\end{equation}

\subsection{The mean orientation}

The mean value can be found without wave functions by commuting $\mathbf n$ twice with $J^2$. In the first commutator,
\begin{align}
[J^2,n_j]&=J_i[J_i,n_j]+[J_i,n_j]J_i
=i\epsilon_{ijk}(J_in_k+n_kJ_i)\nonumber\\
&=2i\epsilon_{ijk}n_kJ_i-\epsilon_{ijk}\epsilon_{ikl}n_l ,
\end{align}
where $J_in_k=n_kJ_i+i\epsilon_{ikl}n_l$ was used. The first term contains $\epsilon_{ijk}n_kJ_i=\epsilon_{jki}n_kJ_i=(\mathbf n\times\mathbf J)_j$. In the second, $\epsilon_{ijk}\epsilon_{ikl}=-\epsilon_{ijk}\epsilon_{ilk}=-2\delta_{jl}$. Hence
\begin{equation}
\mathbf D\equiv[J^2,\mathbf n]=2i\,\mathbf n\times\mathbf J+2\mathbf n .
\label{eq:D}
\end{equation}

Now commute $J^2$ with $\mathbf D$. Since $J^2$ commutes with $\mathbf J$, it acts on the factor $\mathbf n$ alone, which turns each $\mathbf n$ in Eq.~\eqref{eq:D} into $\mathbf D$:
\begin{align}
[J^2,\mathbf D]&=2i\,\mathbf D\times\mathbf J+2\mathbf D\nonumber\\
&=-4(\mathbf n\times\mathbf J)\times\mathbf J+4i\,\mathbf n\times\mathbf J+2(J^2\mathbf n-\mathbf nJ^2).
\label{eq:double1}
\end{align}
The triple product must be expanded with the operators kept in order. With $\epsilon_{jab}=\epsilon_{abj}$ and $\epsilon_{abj}\epsilon_{acd}=\delta_{bc}\delta_{jd}-\delta_{bd}\delta_{jc}$,
\begin{align}
[(\mathbf n\times\mathbf J)\times\mathbf J]_j
&=\epsilon_{jab}\epsilon_{acd}\,n_cJ_dJ_b
=n_bJ_jJ_b-n_jJ^2\nonumber\\
&=n_b\,(J_bJ_j+i\epsilon_{jbk}J_k)-n_jJ^2\nonumber\\
&=(\mathbf n\cdot\mathbf J)J_j+i(\mathbf n\times\mathbf J)_j-n_jJ^2 .
\end{align}
When this is inserted in Eq.~\eqref{eq:double1}, the terms $\mp4i\,\mathbf n\times\mathbf J$ cancel, and $4\mathbf nJ^2-2\mathbf nJ^2=2\mathbf nJ^2$. The result is
\begin{equation}
[J^2,[J^2,\mathbf n]]=2(J^2\mathbf n+\mathbf nJ^2)-4(\mathbf n\cdot\mathbf J)\mathbf J .
\label{eq:double}
\end{equation}

Take the $Z$ component and its mean value in $|JKM\rangle$. On the left, the outer $J^2$ gives $J(J+1)$ whether it acts to the left or to the right, so the two terms of the commutator cancel. On the right, $(\mathbf n\cdot\mathbf J)J_Z$ gives $KM$. Therefore
\begin{equation}
0=4J(J+1)\langle n_Z\rangle-4KM .
\end{equation}
For $J\ge1$ this can be divided by $J(J+1)$, and Eq.~\eqref{eq:first} becomes
\begin{equation}
\boxed{\;\langle\cos\theta\rangle=\frac{KM}{J(J+1)},\qquad
\Delta W^{(1)}=-\mu E\,\frac{KM}{J(J+1)}\;}
\label{eq:top}
\end{equation}
For $J=0$ the equation reads $0=0$ and says nothing. That state has a constant wave function, so $\langle\cos\theta\rangle=0$ and the first-order shift is zero.

When $K$ and $M$ have the same sign, the dipole points on average along the field and the energy falls. If $K$ were measured along $-\mathbf n$, its sign and that of the formula would both change, leaving the energy of the physical state as it was.

\subsection{When the linear law fails}

The field must be weak, because $V$ also couples levels of different $J$. At fixed $K$ the levels $J$ and $J+1$ are $B(J+1)(J+2)-BJ(J+1)=2B(J+1)$ apart, never less than $2B$, so $\mu E\ll B$ is enough to keep this mixing small for every level.

The states $K$ and $-K$ must also be degenerate, or split by much less than the linear shift. Suppose an internal motion couples them with matrix element $\delta/2$, and let $a=\mu E|KM|/[J(J+1)]$. In this pair of states the energies relative to the free level are the eigenvalues of
\begin{equation}
\begin{pmatrix}-a&\delta/2\\ \delta/2&a\end{pmatrix},
\qquad\text{namely}\qquad \pm\sqrt{a^2+\delta^2/4}.
\end{equation}
For $a\gg|\delta|$ they tend to $\pm a$, the linear law. For $a\ll|\delta|$ they are approximately $\pm(|\delta|/2+a^2/|\delta|)$, and the shift is quadratic in the field.

\section{Solution for the linear rotor}

The state $J=0$ is not degenerate. Its wave function is $\psi_0=1/\sqrt{4\pi}$, its energy is zero, and its first-order shift vanishes. In second order,
\begin{equation}
\Delta W^{(2)}=\sum_{k\ne0}\frac{|\langle k|V|0\rangle|^2}{W_0-W_k}.
\label{eq:second}
\end{equation}
The states that enter are those contained in $\cos\theta\,\psi_0$. For a function of $\theta$ alone, $J^2$ is minus the angular part of the Laplacian, so
\begin{equation}
J^2\cos\theta=-\frac1{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,\frac{d\cos\theta}{d\theta}\right)
=\frac1{\sin\theta}\frac{d}{d\theta}\sin^2\theta=2\cos\theta .
\end{equation}
The eigenvalue $2=J(J+1)$ belongs to $J=1$, and the absence of $\phi$ means $M=0$. The squared norm of $\cos\theta\,\psi_0$ is
\begin{equation}
\frac1{4\pi}\int\cos^2\theta\,d\Omega=\frac12\int_{-1}^{1}x^2\,dx=\frac13 ,
\end{equation}
so $\cos\theta\,\psi_0=|1,0\rangle/\sqrt3$. The sum in Eq.~\eqref{eq:second} has a single term, with $|\langle1,0|V|0\rangle|^2=(\mu E)^2/3$ and $W_0-W_1=-2B$:
\begin{equation}
\boxed{\;\Delta W^{(2)}=\frac{(\mu E)^2/3}{-2B}=-\frac{(\mu E)^2}{6B}\;}
\label{eq:lin}
\end{equation}

The perturbed state shows where the energy goes. The first-order amplitude of $|1,0\rangle$ is
\begin{equation}
c=\frac{\langle1,0|V|0\rangle}{W_0-W_1}=\frac{-\mu E/\sqrt3}{-2B}=\frac{\mu E}{2\sqrt3\,B},
\end{equation}
and the orientation, from the cross terms between the two states, is $\langle\cos\theta\rangle=2c/\sqrt3=\mu E/(3B)$. The interaction energy is thus $-(\mu E)^2/(3B)$. The admixed rotation costs $2Bc^2=(\mu E)^2/(6B)$, half of what the interaction gains, and the sum is Eq.~\eqref{eq:lin}. One factor of the field creates the orientation and a second acts on it.

\section{Comparison}

The parameters give $\mu E=0.6\times10^{-7}=6\times10^{-8}$ hartree and $\omega=6\times10^{-8}/(2\times10^{-6})=0.03$, which is a weak field.

\subsection{Symmetric top}

The estimate \eqref{eq:esttop} has the right dependence on $E$, $K$ and $M$, but $J^2$ in place of $J(J+1)$. It is too large by the factor $(J+1)/J$, which is 2 at $J=1$ and tends to 1 at large $J$. The whole discrepancy comes from the replacement $|\mathbf J|\approx J$: with $|\mathbf J|^2=J(J+1)$ the precession average $KM/|\mathbf J|^2$ coincides with Eq.~\eqref{eq:top}. The table gives shifts in units of $10^{-8}$ hartree; the last column comes from diagonalizing $H_0+V$.

\begin{center}
\begin{tabular}{cccc}
$(J,K,M)$ & estimate & first order & diagonalized\\
$(1,1,1)$ & $-6.0$ & $-3.0$ & $-3.007$\\
$(2,1,2)$ & $-3.0$ & $-2.0$ & $-2.004$\\
$(2,2,2)$ & $-6.0$ & $-4.0$ & $-4.002$
\end{tabular}
\end{center}

For $J=K=M=1$ the first-order shift is $-6\times10^{-8}\times\frac12=-3.0\times10^{-8}$ hartree, or $-197$ MHz. It differs from the diagonalized shift by about 0.2 percent of the latter. The numerical check tests that this remainder grows about fourfold when the field is doubled, as a second-order term should. The state $J=K=1$, $M=0$ has no linear shift, and its full shift is just $-9.0\times10^{-11}$ hartree.

\subsection{Linear rotor}

The estimate \eqref{eq:estlin} gives $-(6\times10^{-8})^2/(2\times10^{-6})=-1.8\times10^{-9}$ hartree. The second-order result is six times smaller, $-3.0\times10^{-10}$ hartree or $-1.97$ MHz. Scaling cannot supply this factor: 3 comes from the average of $\cos^2\theta$ and 2 from the gap $2B$. Diagonalization agrees with the second-order value to about 5 parts in $10^5$.

At this field the rotor's shift is 100 times smaller than that of the top with $J=K=M=1$, since the ratio of the two formulas is $(\mu E/2)/[(\mu E)^2/(6B)]=3B/(\mu E)=3/0.03$. Doubling the field multiplies the diagonalized shifts by 2.00 for this top state and by 4.00 for the rotor.

The quadratic law weakens as $\mu E$ approaches $B$. At $\mu E=B$ it gives $-0.167B$, while diagonalization gives $-0.158B$; the second-order magnitude is then too large by 5.7 percent of the diagonalized one.

\section*{Numbers as computed}
\begin{verbatim}
rotational constant B = 2.0e-06 hartree
dipole mu = 0.6 e a0
field E = 1.0e-07 atomic units
mu E = 6.00e-08 hartree
mu E / B = 0.030 (no unit)
top states tested, J = 1 to 3: 83
largest error of <cos> law = 1e-14 (no unit)
largest error of slope law = 3e-09 (no unit)
symmetric top: shifts in hartree, first order and diagonalized
J=1 K=1 M= 1: <cos> = 0.5000, first -3.0000e-08, full -3.0067e-08
J=1 K=1 M= 0: <cos> = 0.0000, first 0.0000e+00, full -8.9999e-11
J=1 K=1 M=-1: <cos> = -0.5000, first 3.0000e-08, full 2.9932e-08
J=2 K=1 M= 2: <cos> = 0.3333, first -2.0000e-08, full -2.0038e-08
J=2 K=2 M= 2: <cos> = 0.6667, first -4.0000e-08, full -4.0024e-08
J=K=M=1 first-order shift = -197.39 MHz
J=K=M=1 full shift, field doubled: factor 2.0045
linear rotor, J = 0
squared coupling to J=1 = 0.333333 (no unit)
second-order shift = -3.00000e-10 hartree
diagonalized shift = -2.99984e-10 hartree
second-order shift = -1.9739 MHz
full shift, field doubled: factor 3.9993
J=1 amplitude: formula 0.008660, full 0.008659 (no unit)
induced <cos>: formula 0.010000, full 0.009999 (no unit)
remainder beyond second order, field doubled from mu E = 0.1 B: factor 15.94
strong field mu E = B: second order -0.16667 B, full -0.15766 B
strong field: second order too large by 5.7 percent
\end{verbatim}
